\section*{Knudsen diffusion in long pores with partly specular walls, part 2}

A dilute gas of molecules of mass $m$ at uniform temperature $T$ diffuses along a straight pore with axis $z$. Molecules meet the wall but not each other. The circular pore has radius $R$ and diameter $d=2R$. The mean speed is $\bar v=\sqrt{8k_{\rm B}T/(\pi m)}$.

At each wall hit a molecule is scattered diffusely with probability $f$, whatever its speed and angle of incidence. It then leaves with probability $(\cos\theta/\pi)\,d\Omega$ at angle $\theta$ to the inward normal (the cosine law). Otherwise it is reflected specularly, which keeps its speed and its axial velocity $v_z$. The wall does not yet hold molecules back or destroy them.

The angle between velocity and axis is $\alpha$. The angle between the inward normal and the velocity's projection on the cross-section is $\varphi$. A flight between successive hits has axial displacement (hop) $z$, with $\langle z^2\rangle=8R^2/3$ and mean duration $d/\bar v$ after a diffuse emission in the circular pore. There, specular reflection keeps both the hop, including its sign, and the flight duration.

A leg runs from one diffuse emission to the next diffuse hit. Its axial displacement is $Z$, and its mean duration in the circular pore is $d/(f\bar v)$. The displacement of a molecule in time $t$ is $Z(t)$.

With gas density $n$ and flux $J$ per cross-sectional area, the diffusivity $D$ is defined by $J=-D\,dn/dz$, and $\langle Z(t)^2\rangle\to2Dt$ at long times. A uniform gas makes $n\bar v/4$ hits per wall area and time.

The flux argument takes $A(z)=A_0+A_1z$ legs starting per unit length and time. This is steady because $\langle Z\rangle=0$. Counting the legs that cross a plane gives, for the circular pore,
\begin{equation}
\pi R^2J=-\tfrac12A_1\langle Z^2\rangle .
\label{eq:cross}
\end{equation}
The result for an infinitely long circular pore is
\begin{equation}
D=\frac{2-f}{f}\,D_{\rm K},\qquad D_{\rm K}=\frac{d\bar v}{3}.
\label{eq:res}
\end{equation}
Here $D_{\rm K}$ is the Knudsen diffusivity, the value at $f=1$.

\subsection{A derivation from the velocity correlation}

A second derivation starts at a random instant instead of at the wall. Let the molecule be in equilibrium at time zero: its position is uniform in the pore and its direction is isotropic. With $C(s)=\langle v_z(0)v_z(s)\rangle$, squaring $Z(t)=\int_0^t v_z\,dt'$ and averaging gives
\begin{equation}
\frac{\langle Z(t)^2\rangle}{2t}=\int_0^t\left(1-\frac st\right)C(s)\,ds .
\label{eq:gk}
\end{equation}
Until the first diffuse hit $v_z$ is constant. After it the mean of $v_z$ is zero whatever happened before. So $C(s)$ is the mean of $v_z^2$ over molecules, counting only those with no diffuse hit up to time $s$. It is never negative. Letting $t\to\infty$ gives
\begin{equation}
D=\int_0^\infty C(s)\,ds=\langle v_z^2\,t_*\rangle ,
\end{equation}
where $t_*$ is the time to the first diffuse hit.

Let $t_{\rm c}$ be the duration of a full flight on the chord in question. A point chosen uniformly in the pore is equally likely to lie anywhere on its chord, so the first hit comes after $t_{\rm c}/2$ on average. A further $k$-th full flight takes place with probability $(1-f)^k$, and the mean number of further flights is $\sum_{k\ge1}(1-f)^k=(1-f)/f$. Therefore
\begin{equation}
D=\left(\frac12+\frac{1-f}{f}\right)\langle v_z^2t_{\rm c}\rangle=\frac{2-f}{2f}\,\langle v_z^2t_{\rm c}\rangle .
\end{equation}

With speed $c$, angle $\alpha$ to the axis and projected chord $s_\perp$, one has $v_z^2t_{\rm c}=c\,s_\perp\cos^2\alpha/\sin\alpha$. The isotropic average over $\alpha$ has weight $\tfrac12\sin\alpha$ and gives $\tfrac12\int_0^\pi\cos^2\alpha\,d\alpha=\pi/4$. A chord at distance $b=R\sin\varphi$ from the centre has length $2R\cos\varphi$ and contains interior points in proportion to its length. Hence
\begin{equation}
\langle s_\perp\rangle=\frac{\int s_\perp^2\,db}{\int s_\perp\,db}
=\frac{4R^3\int_{-\pi/2}^{\pi/2}\cos^3\!\varphi\,d\varphi}{\pi R^2}=\frac{16R}{3\pi}.
\end{equation}
The product is $\langle v_z^2t_{\rm c}\rangle=\bar v\,(\pi/4)(16R/3\pi)=4R\bar v/3$, and (\ref{eq:res}) follows.

In a simulation with explicit vector reflections, 30\,000 molecules of equal speed $v$ were followed for a time $1200\,R/v$ at $f=0.5$. It gave $D=1.959\,Rv$, against $2.000\,Rv$ from (\ref{eq:res}). Since $C(s)\ge0$, equation (\ref{eq:gk}) shows that the expected value at finite time lies below the limit. The difference of 2\,\% also contains sampling noise.

\subsection{Cross-sections that are not circular}

Take a convex cross-section of area $S$ and perimeter $P$. Let $z_0,z_1,z_2,\dots$ be the hops of a molecule that starts from a uniformly chosen wall point with the cosine law and is then reflected specularly every time. Uniform wall hits with the cosine law are those of an equilibrium gas. Specular walls leave such a gas in equilibrium, so each $z_k$ has the same distribution as $z_0$.

The flux argument carries over. Mirror symmetry in $z$ makes the mean displacement of legs zero for every starting or ending point on the perimeter, so a source that is linear in $z$ and uniform around the perimeter is again steady. The net crossing rate is $SJ=-\tfrac12A_1\langle Z^2\rangle$ with $A_1=(Pf\bar v/4)\,dn/dz$, which gives
\begin{equation}
D=\frac{Pf\bar v}{8S}\,\langle Z^2\rangle .
\label{eq:gen}
\end{equation}
Hops $i$ and $i+k$ both belong to the leg with probability $(1-f)^{i+k}$. Since $\sum_{i\ge0}(1-f)^{i+k}=(1-f)^k/f$,
\begin{equation}
\langle Z^2\rangle=\frac1f\left[\langle z_0^2\rangle+2\sum_{k\ge1}(1-f)^k\langle z_0z_k\rangle\right].
\end{equation}
With $C_k=\langle z_0z_k\rangle/\langle z_0^2\rangle$, the diffusivity relative to that of the same pore at $f=1$ is
\begin{equation}
\frac{D(f)}{D(1)}=1+2\sum_{k\ge1}(1-f)^kC_k .
\label{eq:ck}
\end{equation}

The Cauchy--Schwarz inequality and $\langle z_k^2\rangle=\langle z_0^2\rangle$ give $C_k\le1$. For the circle $C_k=1$, and the sum gives $1+2(1-f)/f=(2-f)/f$. For any other convex section with finite $\langle z_0^2\rangle$ this value is an upper bound. An infinitely wide slit is excluded because its mean square hop diverges. For a slit of width $w$ the projected chord is $w/\cos\varphi$, and its square weighted with $\cos\varphi$ behaves as $1/\cos\varphi$ near grazing directions.

In a square pore a reflection generally changes the chord, and the first correlation is $C_1=0.748$. The factor is 1.384 at $f=0.8$, against 1.500 for the circle, and 7.575 at $f=0.2$, against 9.000. The shape thus costs 8\,\% of the factor in the first case and 16\,\% in the second.

\subsection{Finite length}

Let a pore of length $L$ join a gas of density $n_0$ to a vacuum. If the density falls linearly from $n_0$ to zero, the flux is $J=Dn_0/L$. The flux that enters is $n_0\bar v/4$. The fraction transmitted is therefore
\begin{equation}
W=\frac{4D}{\bar vL}=\frac{4d}{3L}\,\frac{2-f}{f}.
\label{eq:W}
\end{equation}
This presumes $W\ll1$, that is, $L\gg d(2-f)/f$ apart from a factor of order one. Otherwise many molecules pass with few diffuse hits or none, and the density at the ends does not match that of the reservoirs.

For $L=50\,d$ and $f=0.05$, equation (\ref{eq:W}) gives $W=1.040$, which is impossible for a fraction. A simulation of the finite pore gives $0.417\pm0.002$. As $f\to0$ at fixed $L$, the true transmission tends to one, because every molecule keeps the forward velocity with which it entered. The diffusivity of the infinite pore diverges in the same limit, so the order of the limits $f\to0$ and $L\to\infty$ matters.

\subsection{Loss of radicals at the wall}

A radical may react or recombine at the wall. Let it be lost with probability $g$ at each hit, independently of angle and speed; survivors scatter as before. Consider a circular pore and a radical that starts with a diffuse emission. Hop $i+k$ takes place with probability $(1-g)^{i+k}$, and it is still correlated with hop $i$ if the $k$ hits between them were all specular. With
\begin{equation}
q=(1-f)(1-g)
\end{equation}
and $\sum_{i\ge0}(1-g)^i=1/g$, the mean square distance from start to loss is
\begin{equation}
\langle Z_{\rm loss}^2\rangle=\frac{\langle z^2\rangle}{g}\left[1+2\sum_{k\ge1}q^k\right]
=\frac{8R^2}{3g}\,\frac{1+q}{1-q}.
\label{eq:loss}
\end{equation}
For $f=0.4$ and $g=0.05$ the ratio $\langle Z_{\rm loss}^2\rangle/\langle z^2\rangle$ is 73.02. A simulation of 100\,000 hit histories, in which the flights of each leg add with equal hops, gives 73.26.

Define the loss depth by $\lambda^2=\tfrac12\langle Z_{\rm loss}^2\rangle$. For $g\ll f$, $q$ may be replaced by $1-f$, and with $4R^2=d^2$
\begin{equation}
\lambda= d\,\sqrt{\frac{2-f}{3fg}} .
\label{eq:lam}
\end{equation}
In this regime $\lambda$ is also, to leading order in $g/f$, the decay length of the density. Each radical hits the wall at the rate $\bar v/d$, so the steady density obeys $D\,n''=(g\bar v/d)\,n$. Its solution $e^{-z/\lambda}$ has $\lambda^2=Dd/(g\bar v)$, which is (\ref{eq:lam}) after insertion of (\ref{eq:res}). The exponential is an approximation whose range shrinks as $g/f$ grows. For $g/f$ of order $10^{-3}$ it holds, with a decay length good to a few per cent, over the first several multiples of $\lambda$. For $g/f$ of order $0.1$ it is only a rough guide, and it fails beyond about $2\lambda$. Much deeper in a long pore, rare long flights almost parallel to the axis dominate, and the density falls more slowly. Specular reflection deepens the penetration by the square root of the factor in $D$.

\subsection{Dwell time on the wall}

Let a diffusely scattered molecule stay on the wall for a mean time $\tau$ before it leaves. Each leg ends with one such stay, so its mean duration rises from $d/(f\bar v)$ to $d/(f\bar v)+\tau$, while $\langle Z^2\rangle$ is unchanged. The diffusivity that describes the spreading of single molecules becomes
\begin{equation}
D_\tau=\frac{D}{1+f\tau\bar v/d}.
\label{eq:dwell}
\end{equation}
For $f=0.5$ and $\tau=2R/v$ this is $1.333\,Rv$. The simulation described above, with this dwell time added, gives $1.312\,Rv$.

The steady flux at a given gas density does not change, because in a steady state as many molecules leave the wall as arrive. Hence $W$ is unaffected. The loss depth is unaffected too if $g$ is fixed per hit. If the reaction proceeds during the stay, $g$ itself depends on $\tau$.

\subsection{Worked example: oxygen atoms in a porous film}

Oxygen atoms from a resist-strip plasma enter a porous organosilicate low-$k$ film. The inputs are rough or chosen: $d=2.0$~nm, film thickness $L=100$~nm, $T=300$~K, pressure 1~Torr, $g=0.001$ and $f=0.80$. The pores are taken as straight, circular and perpendicular to the surface.

The mean speed for a mass of 15.999~u is $\bar v=630.1$~m/s, and the mean flight time is $d/\bar v=3.17$~ps. Then
\begin{align}
D_{\rm K}&=\frac{(2.0\times10^{-9}\,{\rm m})(630.1\,{\rm m/s})}{3}=4.20\times10^{-7}\,{\rm m^2/s},\\
\frac{2-f}{f}&=\frac{1.20}{0.80}=1.50,\\
D&=6.30\times10^{-7}\,{\rm m^2/s}=6.30\times10^{-3}\,{\rm cm^2/s}.
\end{align}

For atoms that are not lost, (\ref{eq:W}) gives
\begin{equation}
W=\frac{4(2.0\,{\rm nm})}{3(100\,{\rm nm})}\times1.50=0.0400 .
\end{equation}
The simulated finite pore gives $0.0366\pm0.0005$, so the long-pore law is about 9\,\% too high. With loss, (\ref{eq:lam}) gives
\begin{equation}
\lambda=2.0\,{\rm nm}\,\sqrt{\frac{1.50}{3\times0.001}}=44.7\,{\rm nm},
\end{equation}
compared with 36.5~nm for $f=1$ at the same $g$. Since $\lambda$ is less than the film thickness, $W$ is not the fraction of reactive atoms that reaches the bottom.

The effects left out can be sized for the same numbers.
\begin{itemize}
\item \emph{Dwell.} A rough binding energy of 0.10~eV and an attempt time of 0.10~ps give $\tau=(0.10\,{\rm ps})\,e^{0.10\,{\rm eV}/k_{\rm B}T}\approx4.8$~ps. By (\ref{eq:dwell}), $D$ is multiplied by about 0.45. For the spreading of single atoms this is the largest of the effects computed here, and it depends exponentially on the binding energy. It leaves $W$ unchanged, and also $\lambda$ at fixed $g$; for these two the atom size below matters most.
\item \emph{Atom size.} An atom of diameter 0.3~nm leaves its centre a free diameter of 1.7~nm, which lowers $D$ by 15\,\%. Atom size and dwell together give $2.2\times10^{-3}$~cm$^2$/s.
\item \emph{Loss within a leg.} Using (\ref{eq:loss}) in place of (\ref{eq:lam}) changes $\lambda$, defined by the mean square distance, by $-0.02\,\%$. This is not the accuracy of the exponential profile: long flights shift its local decay length by one or two per cent over the first few multiples of $\lambda$.
\item \emph{Gas collisions.} With the same collision diameter the mean free path is $78~\mu$m, and $d$ is $2.6\times10^{-5}$ of it.
\item \emph{Wave nature.} The thermal wavelength $h/\sqrt{2\pi mk_{\rm B}T}$ is 0.025~nm, about 1\,\% of $d$, so classical flights are adequate on the scale of the pore.
\end{itemize}

\subsection{The model beside real films}

Pores of one to a few nanometres and films of the order of 100~nm are typical of porous organosilicates, and strip plasmas run at pressures up to the order of 1~Torr. The loss probability is much less certain. It depends on the temperature and on the groups that cover the pore wall, and it changes as the plasma consumes them. The value $f=0.80$ is an illustration, not a measurement; the atomic roughness of an amorphous wall suggests a value nearer to one. The assumption that real films break most plainly is that of straight circular pores, because their pores are irregular and connected. If bends and constrictions erased all memory of specular legs, the factor 1.50 would fall to one and $D$ would drop by a third. The longer, winding path would lower transport through the film further, by an amount that this model does not give. The model also treats the attraction of the wall only as a dwell time. In pores this narrow the attraction can reach over a noticeable part of the diameter and bend the flights, so the values of $D$ above are estimates. The numerical output lists the values used here.

\section*{Table of computed values}
\begin{verbatim}
TESTS (R = 1, speed = 1)
mean flight length, quadrature: 2.0000 R
mean-square axial hop, quadrature: 2.6653 R^2
first flight / full chord, volume mean: 0.5000
D at f=0.5, simulated: 1.959 R v
D at f=0.5, law: 2.000 R v
D with dwell 2.0 R/v, simulated: 1.312 R v
D with dwell 2.0 R/v, law: 1.333 R v
loss sum at f=0.4, g=0.05, simulated: 73.26
loss sum, formula: 73.02
factor at f=0.8, circle: 1.500
factor at f=0.8, square: 1.384
factor at f=0.2, circle: 9.000
factor at f=0.2, square: 7.575
square hop correlation C_1: 0.748
EXAMPLE INPUTS (rough or chosen)
pore diameter: 2.0 nm
film thickness: 100 nm
temperature: 300 K
pressure: 1.0 Torr
O atom mass: 15.999 u
diffuse fraction f: 0.80
loss probability per hit: 0.0010
collision diameter: 0.3 nm
wall binding energy: 0.10 eV
attempt time: 0.10 ps
EXAMPLE RESULTS
mean speed: 630.1 m/s
mean flight time: 3.17 ps
D, all diffuse: 4.201e-03 cm^2/s
enhancement: 1.500
D, partly specular: 6.301e-03 cm^2/s = 6.301e-07 m^2/s
transmission, long-pore law: 0.0400
transmission, simulated: 0.0366 +/- 0.0005
simulated / long-pore law: 0.914
f=0.05: long-pore transmission: 1.040
f=0.05: simulated: 0.417 +/- 0.002
loss depth, all diffuse: 36.5 nm
loss depth, partly specular: 44.7 nm
NEGLECTED EFFECTS
loss within a leg, depth change: -0.021 %
atom size, D change: -15.0 %
dwell per diffuse hit: 4.79 ps
D multiplier from dwell: 0.453
D with atom size and dwell: 2.214e-03 cm^2/s
gas mean free path: 77.7 um
pore diameter / mean free path: 2.57e-05
thermal wavelength: 0.0252 nm
\end{verbatim}
